Trailing-edge tension under a spherical abrasive sliding on fused silica

**Question**

A sphere of radius R is pressed with force P on an elastic half-space z ≥ 0 and slides slowly in the +x direction. The contact is a disc of radius a, with a ≪ R, centred at the origin. The half-space has shear modulus G, Young's modulus E and Poisson ratio ν. Both bodies are smooth and isotropic, strains are small, and adhesion is neglected. The whole contact slips, so the half-space feels a pressure p and a friction traction q = μp along +x. Friction is assumed not to disturb the frictionless pressure. Tension is positive. The trailing edge is (−a, 0, 0).

(a) Find the surface stresses at a distance s from a unit point force, normal or tangential.

(b) Find the pressure, and from it the stress at the trailing and leading edges.

(c) Evaluate the stress for fused silica, with E = 72 GPa and ν = 0.17, under a ceria-like oxide sphere with E_s = 200 GPa, ν_s = 0.30, R = 1 µm and P = 10 µN. Compare μ = 0, 0.1 and 0.5 at fixed load. All elastic constants are rough typical values.

(d) How deep does the tension reach, and does it imply a crack?

(e) Estimate the main neglected effects.

**Answer to (a)**

Let ρ² = x² + y² + z², f = 1/ρ, L = ln(ρ + z), χ = zL − ρ and ψ = L_x, where subscripts on potentials denote derivatives. Direct differentiation gives L_z = f and χ_z = L. With r² = x² + y²,

rL_r = 1 − z/ρ,  rχ_r = z − ρ.

Applying (1/r)d/dr gives horizontal Laplacians z/ρ³ and −1/ρ. These cancel L_zz = −z/ρ³ and χ_zz = 1/ρ, so L and χ are harmonic, as are their derivatives f and ψ.

For a unit force along z, try

4πG u = (−(1−2ν)L_x − zf_x, −(1−2ν)L_y − zf_y, 2(1−ν)f − zf_z).

For a unit force along x, try

4πG u = (2f + 2νχ_xx − zψ_x, 2νχ_xy − zψ_y, (1−2ν)ψ − zψ_z).

Equilibrium requires ∇²u + ∇(div u)/(1−2ν) = 0. In the normal case L_xx + L_yy = −f_z, so

4πG div u = [(1−2ν) + 2(1−ν) − 1]f_z = 2(1−2ν)f_z.

In the tangential case f_x = ψ_z and χ_xx + χ_yy = −f, so

4πG div u = [2 − 2ν + (1−2ν) − 1]ψ_z = 2(1−2ν)ψ_z.

For harmonic h, ∇²(zh) = 2h_z. Hence 4πG∇²u is −2∇f_z or −2∇ψ_z, and equilibrium holds in both cases.

Hooke's law gives the stresses on horizontal planes. For the normal force,

4πσ_xz = −2zf_xz,  4πσ_yz = −2zf_yz,  4πσ_zz = 2f_z − 2zf_zz.

For the tangential force,

4πσ_xz = 2f_z − 2zψ_xz,  4πσ_yz = −2zψ_yz,  4πσ_zz = −2zψ_zz.

All vanish at z = 0 away from the source. On a plane z > 0, the integral of 2f_z = −2z/ρ³ is −4π. The other terms integrate to zero: they are horizontal derivatives of sufficiently decaying functions, or odd in x, and f_zz = −(f_xx + f_yy). The transmitted force therefore has unit magnitude and the required direction.

On the surface σ_zz = 0 away from the source, so

σ_x = 2G(ε_x + νε_y)/(1−ν),

with x and y exchanged for σ_y. Let φ be the angle of the direction from the field point to the source, measured from +x. The field point relative to the source is then (−s cos φ, −s sin φ).

For the normal force, the horizontal displacement is −(1−2ν)(x, y)/(4πGs²). Its horizontal divergence vanishes, so ε_y = −ε_x and σ_x = 2Gε_x:

σ_x = (1−2ν)cos 2φ/(2πs²),  σ_y = −σ_x.

For the tangential force, χ_xx = −s_xx and χ_xy = −s_xy at z = 0. Define A = (1/s)_x and B = s_xxx. Since s_xx + s_yy = 1/s, s_xyy = A − B. Thus

2πGε_x = A − νB,  2πGε_y = −ν(A − B).

Substitution into Hooke's law gives

σ_x = [(1+ν)A − νB]/π,  σ_y = νB/π.

With A = cos φ/s² and B = 3 cos φ sin²φ/s²,

σ_x = cos φ[(1+ν) − 3ν sin²φ]/(πs²),

σ_y = 3ν cos φ sin²φ/(πs²).

**Answer to (b)**

Try the Hertz pressure p = p0√(1−r²/a²). A unit normal force displaces the surface by (1−ν²)/(πEs). Adding both bodies replaces (1−ν²)/E by

1/E* = (1−ν²)/E + (1−ν_s²)/E_s.

To integrate p/s at radius r, use chords through that point. A chord at angle φ to the radius has half-length h = √(a²−r²sin²φ), and the pressure along it is (p0/a)√(h²−t²), with t measured from its midpoint. Its integral is πp0h²/(2a). Integrating over 0 < φ < π gives

∫p dA/s = π²p0(2a²−r²)/(4a).

Division by πE* gives the combined displacement, which must be a constant minus r²/(2R). Matching the r² terms gives p0 = 2aE*/(πR). The total load is P = 2πa²p0/3, hence

a³ = 3PR/(4E*),  p0 = 3P/(2πa²).

Now place the field point at the trailing edge. A source at (s, φ) has r² = a² − 2as cos φ + s², so

p = (p0/a)√[s(2a cos φ − s)],  −π/2 < φ < π/2.

The area element s ds dφ cancels one power of s in the 1/s² stress. With s = 2a cos φ sin²t, the radial integral is

(p0/a)∫√[(2a cos φ − s)/s] ds = 4p0 cos φ∫cos²t dt = πp0 cos φ,

where 0 < t < π/2. The integral converges. At small depth the point-force stresses are bounded by a constant times 1/s², so the limit z → 0 may be taken inside it.

The normal contribution to σ_x is

½(1−2ν)p0∫cos 2φ cos φ dφ = (1−2ν)p0/3,

because the angular integral is 8/3 − 2 = 2/3. The friction contribution is

μp0∫cos²φ[(1+ν) − 3ν sin²φ]dφ = μp0[π(1+ν)/2 − 3πν/8].

Therefore, at the trailing edge,

σ_x = p0[(1−2ν)/3 + πμ(4+ν)/8],

σ_y = p0[−(1−2ν)/3 + 3πνμ/8].

At the leading edge cos φ changes sign but cos 2φ does not, so only the friction terms reverse. Friction pulls material away from the region behind the contact and pushes it into the region ahead. Without friction the whole rim carries the same radial tension; it vanishes in the incompressible limit ν = ½, whereas the friction term does not.

**Answer to (c)**

The given constants yield E* = 55.44 GPa. Then

a = [3(10⁻⁵ N)(10⁻⁶ m)/(4 × 55.44×10⁹ Pa)]^(1/3) = 51.3 nm,

p0 = 3(10⁻⁵ N)/[2π(51.33×10⁻⁹ m)²] = 1.81 GPa.

For ν = 0.17 the trailing-edge formula becomes

σ_x/p0 = 0.2200 + 1.6376μ.

The results at fixed load are:

- μ = 0: trailing 0.40 GPa, leading 0.40 GPa.
- μ = 0.1: trailing 0.70 GPa, leading 0.10 GPa.
- μ = 0.5: trailing 1.88 GPa, leading −1.09 GPa.

These values, and the comparisons below, keep the frictionless pressure. They also leave out adhesion and the slope of the dented surface, which (e) estimates to change the edge stress by about +0.16 and −0.07 GPa. These changes matter most where the listed stress is small. At μ = 0.5 the first-order correction for elastic mismatch, discussed in (e), adds about 0.13 GPa to the trailing stress and 0.11 GPa to the leading stress.

The trailing stress grows by factors of 1.74 and 4.72 relative to μ = 0. At fixed μ it varies as P^(1/3), so by the elastic formula a frictionless contact would need 4.722³ ≈ 105 times the load to match the tension at μ = 0.5. This number only expresses the strength of the friction effect: at such a load a/R would be 0.24 and p0 about 8.6 GPa, where the small-contact and elastic assumptions become doubtful. This comparison depends on the size of μ. The friction term equals the frictionless one at μ = 0.2200/1.6376 ≈ 0.13; well below that value, friction changes the edge tension little.

**Answer to (d)**

Near the rim p ≈ p0√(2ξ/a), where ξ is the distance into the contact. At depths z ≪ a the rim looks straight, and the change of stress with depth follows from line forces in plane strain. Below the edge, a normal line force of unit strength gives σ_x = −2ξ²z/[π(ξ²+z²)²], and a tangential one gives 2ξ³/[π(ξ²+z²)²]. Subtract the surface value 2/(πξ) from the latter and put ξ = zt. The required integrals over 0 < t < ∞ are

∫t^(5/2)/(1+t²)² dt = 3π√2/8,

∫(2t^(3/2) + t^(−1/2))/(1+t²)² dt = 5π√2/8.

Multiplication by −(2/π)p0√(2z/a), with a further factor μ for friction, gives to leading order

σ_x(z) ≈ σ_x(0) − p0(3/2 + 5μ/2)√(z/a).

The square root makes the initial fall very steep. Setting the drop equal to half the edge stress gives depths of about 0.28, 0.62 and 1.8 nm for μ = 0, 0.1 and 0.5. Direct summation over the full contact gives 0.34, 0.82 and 2.64 nm. The near-surface tension reaches deeper: below the edge, σ_x turns compressive at depths of about 1.8, 5.4 and 37 nm respectively. Behind the edge the surface tension is weaker but extends further down. A very weak tension, of order 10⁻³p0, returns below the edge at depths beyond two to three contact radii. The smallest half-stress depths are comparable with atomic spacings, where a continuum stress has no sharp local meaning.

A crack needs tension over a sufficient length. If the edge stress were uniform, a rough fracture criterion with geometry factor one would be K = σ√(πc), so

c = (K/σ)²/π.

For a rough toughness of 0.75 MPa m^(1/2), c is about 1130, 370 and 50 nm in order of increasing μ. Each length far exceeds the corresponding half-stress depth, so the uniform-stress premise fails. Weighting the actual stress profile for a long, straight surface crack perpendicular to the sliding direction, at or behind the edge, gives K of at most about 0.14 MPa m^(1/2) at μ = 0.5, well below the toughness. The gigapascal edge tension does not by itself imply a crack, although friction makes the trailing edge more dangerous for an existing flaw. This comparison uses the opening mode and the fast-fracture toughness only. In water, as in polishing, cracks in silica can grow slowly at values of K well below that toughness, so the margin there is smaller.

**Answer to (e)**

The case resembles an oversized particle held by a pad asperity during oxide polishing of fused silica. The load divided by the particle's projected area is 3.18 MPa. This is well above a rough nominal polishing pressure of tens of kPa, so the example presumes strong load concentration. The value μ = 0.5 represents poor lubrication.

Real abrasives also have corners. At fixed load p0 ∝ R^(−2/3), so a tenfold smaller local radius raises all elastic stresses by a factor of 4.6. The largest sampled von Mises stress at μ = 0.5 would then rise from 2.0 to about 9 GPa, above a rough yield stress of 6 GPa. The elastic formula would no longer apply. For the stated sphere, the sampled stresses remain below yield.

Other effects, taken at μ = 0.5 where friction matters, are:

- **Elastic nonlinearity.** The edge strain (σ_x − νσ_y)/E is 2.7%. With a rough fractional modulus increase of six times the strain, the local modulus changes by about 16%. This is a local stiffness change, not a calculated stress correction.

- **Elastic mismatch.** Friction displaces each surface normally by amounts that differ between the bodies. The difference at the trailing edge is about 4.8% of the Hertz approach a²/R. A part linear in x only shifts the contact relative to the sphere; its slope is fixed by requiring the pressure change to vanish at the rim. The remainder is up to about 1.8% of the Hertz approach. Cancelling it takes a pressure change of up to about 4% of p0, with more pressure behind and less ahead. A first-order numerical solution gives a trailing tension about 7% higher and a leading compression about 10% lower.

- **Adhesion.** For a rough adhesion work w = 0.05 J/m², the stiff-sphere estimate adds a load 2πwR = 0.31 µN, which by itself raises the Hertz stress by about 1%. The attraction across the narrow gap just outside the rim matters more. For a force range of 0.3 nm it pulls on the glass with about w/(0.3 nm) = 0.17 GPa, and such a normal pull adds an equal radial tension at the surface beneath it. With the friction traction unchanged, a constant-traction (Maugis–Dugdale) estimate raises the edge tension by about 0.16 GPa, which is 8% at μ = 0.5 but 39% at μ = 0. The rise is nearly proportional to w divided by the force range, and both are rough: it becomes about 0.24 GPa for a range of 0.2 nm and 0.31 GPa for w = 0.1 J/m². The Tabor number is 0.31, so the stiff limit is only approximate.

- **Heating.** At a rough speed of 1 m/s, sending all the frictional heat Q into the glass as a stationary source gives a central rise 3Q/(8ka) of about 26 K, with conductivity k = 1.4 W/(m K). For an expansion coefficient of 0.5 ppm/K the thermal stress scale is about 1 MPa, negligible beside the edge tension.

The contact ratio a/R = 0.051 makes the flat half-space a fair approximation, but not an exact one. The pressure acts normal to the dented surface, whose slope reaches about 0.04 at the rim, so it also pushes the glass outwards. To first order this lowers the edge tension by about 0.07 GPa, which is 17% at μ = 0. The friction traction also follows the slope, and at μ = 0.5 this brings the reduction to about 0.08 GPa, or roughly 4%. Other finite-deformation terms may be of similar size and are not included. The numerical output gives the remaining intermediate values.

Table of computed values

```
Glass modulus (rough): 72 GPa
Glass Poisson ratio (rough): 0.17
Sphere modulus (rough): 200 GPa
Sphere Poisson ratio (rough): 0.30
Sphere radius: 1.0 um; load: 10.0 uN
Load/projected sphere area: 3.18 MPa
Reduced modulus E*: 55.44 GPa
Contact radius a: 51.33 nm; a/R: 0.0513
Peak pressure p0: 1.812 GPa
Frictionless edge factor: 0.2200
Friction factor per mu: 1.6376
mu=0.0: edge factor 0.2200
  trailing stress 0.399 GPa; ratio 1.000
  leading stress 0.399 GPa
  half-stress depth 0.34 nm
  uniform-stress flaw length 1126.9 nm
  largest sampled von Mises 1.228 GPa
mu=0.1: edge factor 0.3838
  trailing stress 0.695 GPa; ratio 1.744
  leading stress 0.102 GPa
  half-stress depth 0.82 nm
  uniform-stress flaw length 370.4 nm
  largest sampled von Mises 1.231 GPa
mu=0.5: edge factor 1.0388
  trailing stress 1.882 GPa; ratio 4.722
  leading stress -1.085 GPa
  half-stress depth 2.64 nm
  uniform-stress flaw length 50.5 nm
  largest sampled von Mises 2.000 GPa
Frictionless load factor to match mu=0.5: 105.3
Largest edge formula error / p0: 2.3e-13
Von Mises shift on doubling nodes / p0: 3.3e-13
Toughness (rough): 0.75 MPa m^0.5
Yield stress (rough): 6.0 GPa
Nonlinear modulus coefficient (rough): 6
Edge strain, mu=0.5: 2.67 %
Rough modulus change, mu=0.5: 16.0 %
Mismatch displacement/Hertz approach: 4.78 %
Adhesion work (rough): 0.05 J/m^2
Adhesion force range (rough): 0.3 nm
Tabor number: 0.31; added load: 0.31 uN
Rough adhesion change in stress: 1.04 %
Sliding speed (rough): 1.0 m/s
Glass conductivity (rough): 1.4 W/(m K)
Glass expansion (rough): 0.5 ppm/K
Heating bound, mu=0.5: 26.1 K
Thermal stress scale: 1.13 MPa
```
